# Effective correlation energy and negative-U onset of a harmonically relaxing defect

## What dimensions and symmetry fix

Consider an isolated defect with one localized orbital, which holds \(n=0\), 1 or 2 electrons. For a dangling bond these states are \(D^+\), \(D^0\) and \(D^-\). The electrons repel each other with energy \(U>0\) when the atoms are held still, and each electron exerts a constant force \(\lambda\) on one lattice coordinate \(q\) of stiffness \(k>0\). How much does lattice relaxation change the energy cost of putting two electrons on one defect?

The units of \(\lambda\) are energy per length, and those of \(k\) are energy per length squared. The one energy that can be built from these two quantities is \(\lambda^2/k\). The repulsion \(U\) and the orbital energy do not depend on \(q\), so they cannot affect how far the lattice moves. With \(n\) electrons the force is \(n\lambda\), so the energy gained by static relaxation must be

\[
c\,\frac{(n\lambda)^2}{k},
\]

with one number \(c\) for all \(n\). Reversing the signs of \(q\) and \(\lambda\) together leaves the problem unchanged, in agreement with the even power of \(\lambda\). The number \(c\) cannot be negative, because relaxation seeks a minimum.

The cost of double occupancy is the energy of the reaction \(2D^0\rightarrow D^++D^-\) between distant, identical defects:

\[
U_{\rm eff}=E_0+E_2-2E_1 .
\]

Here \(E_n\) is the energy with the lattice relaxed for occupancy \(n\). A contribution \(A+Bn\) to \(E_n\) drops out, since \(A+(A+2B)-2(A+B)=0\). The orbital energy and the chemical potential therefore do not matter. The relaxation gains contribute \(-(0+4-2)c\lambda^2/k\), so

\[
U_{\rm eff}=U-2c\,\frac{\lambda^2}{k}.
\]

What remains is to find \(c\), and to see whether quantum motion, which brings in the further energy \(\hbar\omega\), alters this form.

## First derivation: relaxing a classical coordinate

Measure \(q\) from the equilibrium position of the empty defect. The energy at fixed \(q\) is

\[
E(n,q)=\varepsilon n+\frac U2 n(n-1)+\frac k2q^2-\lambda nq ,
\]

where \(\varepsilon\) is the one-electron level at \(q=0\). The factor \(n(n-1)/2\) counts electron pairs: it is 0, 0 and 1 for the three occupancies. Both \(k\) and \(\lambda\) are taken to be independent of \(n\).

At a common fixed \(q\), the elastic term cancels from the second difference in \(n\), and so does the coupling, because it is linear in \(n\):

\[
E(0,q)+E(2,q)-2E(1,q)=U .
\]

The repulsion is thus \(U\) at every fixed geometry. Any reduction must come from the fact that the three charge states relax to different geometries.

To find these geometries, complete the square:

\[
\frac k2q^2-\lambda nq
=\frac k2\left(q-\frac{n\lambda}{k}\right)^2-\frac{n^2\lambda^2}{2k}.
\]

Expanding the right side confirms this: the cross term is \(-\lambda nq\), and the two terms without \(q\) cancel. Since \(k>0\), the minimum lies where the square vanishes:

\[
q_n=\frac{n\lambda}{k},\qquad
E_n=\varepsilon n+\frac U2n(n-1)-n^2W,\qquad
W=\frac{\lambda^2}{2k}.
\]

Hence \(c=1/2\), and \(W\) is the relaxation energy of the singly occupied defect. Written out,

\[
E_0=0,\qquad E_1=\varepsilon-W,\qquad E_2=2\varepsilon+U-4W .
\]

Two electrons exert twice the force and produce twice the displacement, so they gain four times the energy. Two separate singly occupied defects gain \(2W\) in total. The difference, \(2W\), favours pairing:

\[
\begin{aligned}
U_{\rm eff}&=0+(2\varepsilon+U-4W)-2(\varepsilon-W)\\
&=U-2W=U-\frac{\lambda^2}{k}.
\end{aligned}
\]

The effective correlation energy is negative when

\[
\lambda^2>kU,\qquad\text{or equivalently}\qquad W>\frac U2 .
\]

At fixed \(k\) the onset is at \(\lambda_c=\sqrt{kU}\). At fixed \(\lambda\) it is at \(k_c=\lambda^2/U\), with negative \(U_{\rm eff}\) on the softer side. At the onset itself \(U_{\rm eff}=0\).

For \(\lambda\to0\), or for a rigid lattice with \(k\to\infty\), the bare value \(U\) returns. For \(k\to0\) at fixed \(\lambda\) the formula diverges, but so does the displacement \(2\lambda/k\), and a harmonic spring then no longer describes the solid. Even at the onset the displacement of the doubly occupied defect is \(2\lambda_c/k=2\sqrt{U/k}\). The formula and its onset can therefore be trusted only if the lattice is nearly harmonic over at least that distance. Anharmonicity does not exclude a negative value, but it moves the onset, and a centre that pairs electrons by breaking or forming a bond lies outside this model.

For a harmonic spring whose stiffness does not depend on charge, the choice of reference occupancy does not affect the result. If the force is taken to vanish in the neutral state, the coupling is \(-\lambda(n-1)q\) and the relaxation term becomes

\[
-(n-1)^2W=-n^2W+2nW-W .
\]

The added terms are linear or constant in \(n\) and cancel from \(U_{\rm eff}\). They do shift the one-electron level by \(2W\), so a quoted \(\varepsilon\) has a meaning only together with its reference geometry.

## Second derivation: removing the coupling from the Hamiltonian

Now let \(q\) be a quantum coordinate with momentum \(p\) and mass \(M\). Let \(\hat n_\uparrow\) and \(\hat n_\downarrow\) be the spin occupations, with \(\hat n=\hat n_\uparrow+\hat n_\downarrow\). Then

\[
H=\varepsilon\hat n+U\hat n_\uparrow\hat n_\downarrow
+\frac{p^2}{2M}+\frac k2q^2-\lambda\hat nq .
\]

Define the unitary operator

\[
T=\exp\left(-\frac{i}{\hbar}\,p\,a\hat n\right),\qquad a=\frac{\lambda}{k}.
\]

Its effect on \(q\) follows by differentiating with respect to \(a\). Since \([p,q]=-i\hbar\),

\[
\frac{d}{da}\left(T^\dagger qT\right)
=\frac{i}{\hbar}\,\hat n\,T^\dagger[p,q]T=\hat n .
\]

At \(a=0\) the transformed coordinate is \(q\), so \(T^\dagger qT=q+a\hat n\). The momentum and both spin occupations commute with \(T\) and stay as they are. The terms containing \(q\) become

\[
\begin{aligned}
&\frac k2(q+a\hat n)^2-\lambda\hat n(q+a\hat n)\\
&\quad=\frac k2q^2+(ka-\lambda)\hat nq
+\left(\frac{ka^2}{2}-\lambda a\right)\hat n^2 .
\end{aligned}
\]

With \(a=\lambda/k\) the coupling vanishes, and the last bracket equals \(\lambda^2/2k-\lambda^2/k=-W\). A spin state holds zero or one electron, so \(\hat n_\sigma^2=\hat n_\sigma\), and

\[
\hat n^2=\hat n_\uparrow+\hat n_\downarrow+2\hat n_\uparrow\hat n_\downarrow
=\hat n+2\hat n_\uparrow\hat n_\downarrow .
\]

The transformed Hamiltonian is

\[
T^\dagger HT=(\varepsilon-W)\hat n+(U-2W)\hat n_\uparrow\hat n_\downarrow
+\frac{p^2}{2M}+\frac k2q^2 .
\]

The coefficient of double occupancy is \(U-2W=U-\lambda^2/k\). In this form one part of \(-W\hat n^2\) lowers the one-electron level and the other part acts as an attraction between the two electrons.

The eigenvalues are \(E_n+\hbar\omega(m+\tfrac12)\), with \(m=0,1,2,\ldots\), \(\omega=\sqrt{k/M}\) and the same \(E_n\) as before. The zero-point energy \(\hbar\omega/2\) is common to all three charge states and cancels from the second difference. Within this model, quantum motion does not move the onset.

The argument extends to several independent harmonic coordinates. Each has its own displacement operator, these operators commute, and the gains add: \(U_{\rm eff}=U-\sum_j\lambda_j^2/k_j\). For the relaxation energies, a single coordinate can stand for all of them if its \(\lambda^2/k\) equals this sum. The vibrational spectrum and the widths of optical lines also depend on the separate frequencies and couplings.

## What each derivation assumes

Both derivations assume one orbital, a linear coupling, and a stiffness that does not depend on charge. They also assume that \(n\) is fixed while the lattice relaxes.

The first needs a potential energy and its minima. It ignores kinetic energy, but the method survives when the spring is not harmonic: one minimizes a different function for each \(n\). The second includes zero-point motion and gives the whole spectrum, but its exact decoupling rests on the harmonic form with one common frequency.

The second also shows what fixed occupancy means. If the electron could hop to a band, \(H\) would contain the annihilation operator \(c_\sigma\) of the orbital. Because \(c_\sigma\) lowers \(n\) by one,

\[
T^\dagger c_\sigma T=c_\sigma\exp\left(-\frac{i}{\hbar}\,pa\right).
\]

Each hop would then carry a lattice displacement, and electron and oscillator would no longer separate. The formula belongs to the limit in which hybridization is weak enough to neglect. Charge exchange with the bands must still be possible over long times for the equilibrium results below to apply.

If the stiffness depends on charge, the first derivation still gives the static energies. Replacing \(k\) by \(k_n\) makes the gain \(n^2\lambda^2/(2k_n)\), hence

\[
U_{\rm eff}=U-\frac{2\lambda^2}{k_2}+\frac{\lambda^2}{k_1}.
\]

With all three springs centred on the geometry of the empty defect, as here, softening of the doubly occupied defect lowers \(U_{\rm eff}\), while softening of the singly occupied one raises it. This rule depends on the centre. For springs centred on the neutral geometry, \(U_{\rm eff}=U-\lambda^2/2k_0-\lambda^2/2k_2\); then \(k_1\) does not enter, and softening of either charged state lowers the result. The frequencies now differ, so a vibrational correction must be added.

## Levels, populations and optical energies

The charge-transition levels are the energies needed to add the first and the second electron with full relaxation:

\[
\begin{aligned}
\varepsilon(0/1)&=E_1-E_0=\varepsilon-W,\\
\varepsilon(1/2)&=E_2-E_1=\varepsilon+U-3W .
\end{aligned}
\]

They are separated by \(U_{\rm eff}\). At zero temperature the defect minimizes \(E_n-\mu n\), where \(\mu\) is the chemical potential. Single occupancy wins for \(\varepsilon(0/1)<\mu<\varepsilon(1/2)\), a window that exists when \(U_{\rm eff}>0\). For negative \(U_{\rm eff}\) the levels are inverted, and the occupancy jumps from 0 to 2 where \(E_0=E_2-2\mu\), that is, at \(\mu=E_2/2\).

At temperature \(\mathcal T\) the vibrational partition function is a common factor and drops out of the populations. The singly occupied state counts twice because of spin, so

\[
P_0:P_1:P_2=1:2e^{-(E_1-\mu)/k_B\mathcal T}:e^{-(E_2-2\mu)/k_B\mathcal T}.
\]

Let the mean occupancy be one. Then \(P_1+2P_2=1=P_0+P_1+P_2\), so \(P_0=P_2\), which requires \(\mu=E_2/2\). Since \(E_1-E_2/2=-U_{\rm eff}/2\),

\[
P_1=\frac{2e^{U_{\rm eff}/2k_B\mathcal T}}{2+2e^{U_{\rm eff}/2k_B\mathcal T}}
=\frac{1}{1+e^{-U_{\rm eff}/2k_B\mathcal T}} .
\]

At the onset \(P_1=1/2\) at any nonzero temperature. On cooling, \(P_1\) tends to one for positive \(U_{\rm eff}\) and to zero for negative \(U_{\rm eff}\). For \(k_B\mathcal T\gg|U_{\rm eff}|\) it returns to one half, because two of the four equally likely electronic states are singly occupied. As \(D^0\) carries the unpaired spin, spin resonance distinguishes the two signs best at low temperature, provided that the defects are identical, their mean occupancy is one and the charges have reached equilibrium.

An optical transition is faster than the lattice. Lifting an electron from \(D^-\) to a conduction edge at \(E_g\), with \(q\) fixed at \(q_2=2\lambda/k\), costs

\[
\begin{aligned}
E_g+E(1,q_2)-E(2,q_2)&=E_g-(\varepsilon+U-\lambda q_2)\\
&=E_g-(\varepsilon+U-4W).
\end{aligned}
\]

The relaxed removal costs \(E_g-(\varepsilon+U-3W)\), which is less by \(W\). This is the elastic energy \(k(q_2-q_1)^2/2\) left in the lattice just after the transition. An optical and a thermal energy therefore cannot be subtracted to give \(U_{\rm eff}\) without correcting for \(W\). Two vertical removal energies can: removal from \(D^0\) at \(q_1\) costs \(E_g-(\varepsilon-2W)\), which exceeds removal from \(D^-\) by \(U-2W=U_{\rm eff}\) in this model. With a quantum lattice the vertical energy is the mean of a vibrationally broadened band and not its threshold; for the first defect below the standard deviation is about 0.09 eV at 300 K.

## A defect on each side of the onset

Take \(U=0.60\) eV, \(k=400\) eV/nm², \(\varepsilon=0.90\) eV above the valence edge, a gap of 1.80 eV and a temperature of 300 K. These are round model parameters. The first defect has \(\lambda=11\) eV/nm and is meant to resemble a dangling bond in hydrogenated amorphous silicon. Its coordinate is the outward motion of the threefold-coordinated atom. The network behind that atom makes outward and inward motion inequivalent, which permits a linear coupling. For this defect

\[
\frac{\lambda^2}{k}=\frac{11^2}{400}=0.3025\ \text{eV},\qquad
U_{\rm eff}=0.6000-0.3025=0.2975\ \text{eV}.
\]

The displacements are \(q_1=11/400=0.0275\) nm and \(q_2=0.0550\) nm. With \(W=0.151\) eV the levels are

\[
\begin{aligned}
\varepsilon(0/1)&=0.900-0.151=0.749\ \text{eV},\\
\varepsilon(1/2)&=0.900+0.600-0.454=1.046\ \text{eV}.
\end{aligned}
\]

Both lie in the gap, in normal order. With \(k_B\mathcal T=0.02585\) eV, the exponent \(U_{\rm eff}/2k_B\mathcal T\) is 5.75 and \(P_1=0.997\) at mean occupancy one. Removing an electron from \(D^-\) costs 0.754 eV thermally and 0.905 eV vertically; the difference is \(W\).

The second defect differs in its coupling alone, \(\lambda=17\) eV/nm, and is hypothetical. Now \(\lambda^2/k=289/400=0.7225\) eV, so \(U_{\rm eff}=-0.1225\) eV. The level \(\varepsilon(0/1)=0.539\) eV lies above \(\varepsilon(1/2)=0.416\) eV. At mean occupancy one, 8.6 % of such defects are singly occupied at 300 K, and the rest are divided equally between \(D^+\) and \(D^-\).

With the other parameters held fixed, the onset is at

\[
\lambda_c=\sqrt{400\times0.60}=15.49\ \text{eV/nm}.
\]

If instead \(\lambda\) stays at 11 eV/nm, the stiffness must fall to \(121/0.60=201.7\) eV/nm².

The quantum result was tested by diagonalizing the Hamiltonian in 300 undisplaced oscillator states, with the mass of one silicon atom and \(\hbar\omega=0.0244\) eV. The lowest energies give \(U_{\rm eff}=0.2975\) and \(-0.1225\) eV for the two defects. A search for the zero of this quantum \(U_{\rm eff}\) gives \(\lambda=15.4919\) eV/nm.

## How far the silicon-like number can move

The formula's digits are more precise than its assumptions. Suppose first that each electron softens the spring by 5 %, so \(k_1=0.95k\) and \(k_2=0.90k\). Then

\[
U_{\rm eff}=0.600-0.3025\left(\frac{2}{0.90}-\frac{1}{0.95}\right)=0.246\ \text{eV}.
\]

The accompanying change in vibrational free energy is about \(-4\times10^{-5}\) eV and is negligible here.

Next add a cubic term \(-kq^3/(2L)\) to the original spring. To first order it can be evaluated at the old minima, because a small shift of a minimum changes the energy in second order. Its contribution to \(U_{\rm eff}\) is

\[
-\frac{k}{2L}\left(q_2^3-2q_1^3\right)=-\frac{3kq_1^3}{L},
\]

where \(q_2=2q_1\) was used. For an assumed \(L=0.5\) nm this is \(-0.050\) eV. With the cubic term the potential falls without limit at large \(q\), but for \(\lambda=11\) eV/nm each charge state keeps a local minimum, and this is the relaxed state meant here. The restoring force cannot exceed \(kL/6=33\) eV/nm, so the minimum of \(D^-\) disappears for \(\lambda>kL/12=16.7\) eV/nm; the second defect would have none. The same term moves the onset from 15.5 to 13.4 eV/nm. The exact energies at these local minima give \(U_{\rm eff}=0.224\) eV, a shift of \(-0.073\) eV, so first order is only a rough guide. With the opposite sign of the cubic term the result is 0.337 eV. The 5 % softening and the softening cubic term together give 0.126 eV, a larger drop than the sum of the two separate ones. The sign survives, but less than half of the original value remains. These are static energies. The cubic term also changes the curvature at each minimum, and the resulting vibrational free energy at 300 K lowers 0.224 eV by about 0.002 eV and 0.126 eV by about 0.005 eV.

These shifts depend on the geometry about which the corrections are defined, here that of the empty defect. Suppose instead that the force, the stiffness \(k\) and the cubic term all refer to the neutral defect. The displacements of \(D^+\) and \(D^-\) are then equal and opposite to lowest order, and both corrections cancel from \(U_{\rm eff}\) to first order. A realistic estimate therefore needs the energy curve of each charge state.

A third departure is that defects in a glass are not identical. Give their levels a Gaussian spread of standard deviation \(\sigma=0.10\) eV and put \(\mu\) at the centre of the average window. At zero temperature a defect stays neutral if its level shift is smaller in magnitude than \(U_{\rm eff}/2\). The charged fraction is therefore

\[
\operatorname{erfc}\left(\frac{U_{\rm eff}}{2\sqrt2\,\sigma}\right)=0.137 .
\]

Charged defects thus occur although \(U_{\rm eff}\) is positive. At 300 K the fraction is 0.131, slightly lower. Two effects compete: the double spin weight favours the neutral state, while thermal smearing charges more defects inside the window than it neutralizes outside, where there are fewer.

For a defect density of \(10^{16}\) cm⁻³ the volume per defect is that of a cube with sides of 46 nm. With a relative permittivity of 12, the attraction between \(D^+\) and \(D^-\) at that distance is 0.003 eV. An assumed tunnelling element of 1 eV that decays over 0.5 nm falls to about \(5\times10^{-41}\) eV. Both are negligible at this distance. Randomly placed defects almost always have a nearer neighbour: the probability is \(1-e^{-4\pi/3}=0.985\), and the mean nearest distance is 26 nm, where the attraction is still only 0.005 eV. It exceeds \(k_B\mathcal T\) below 4.6 nm, which concerns about 0.4 % of the defects; the estimate does not cover such close pairs.

For real dangling bonds in hydrogenated amorphous silicon, \(U_{\rm eff}\) is generally taken to be positive and roughly 0.2 to 0.4 eV, and the gap is roughly 1.7 to 1.8 eV. The model value lies in that range because its parameters were chosen to put it there, so the agreement does not confirm them. The displacement of 0.055 nm is large, nearly a quarter of a silicon bond length of roughly 0.24 nm, which makes the harmonic assumption doubtful. The assumed corrections above, defined about the empty defect, moved \(U_{\rm eff}\) by between \(-0.17\) and \(+0.04\) eV. A repulsion that varies with \(q\) is not included in this range and may exceed it, because the dangling orbital changes its \(s\)–\(p\) character as the atom moves. In the unscreened molecule SiH₃, at the Hartree–Fock level with fixed bond length, the vertical repulsion changes by roughly 1 eV (0.7 to 1.2 eV in two basis sets) between the geometries of cation and anion, the two charged states gain unequal energies, and the anion is stiffer than the neutral. The range is thus no error bar for the real defect. The assumption of identical sites also fails in the real material; with the spread used here, that changes the charged fraction from 0.3 % to 13 % at 300 K. The remaining values are listed in the numerical output.

## Computed values

```
U = 0.60 eV, k = 400 eV/nm^2, eps = 0.90 eV
gap = 1.80 eV, T = 300 K, kT = 0.02585 eV
oscillator mass = 28.0855 u, quantum = 0.02440 eV
[silicon-like] lambda = 11.0 eV/nm
  W = 0.15125 eV, lambda^2/k = 0.3025 eV
  q1 = 0.0275 nm, q2 = 0.0550 nm
  relaxed E1 = 0.74875 eV, E2 = 1.79500 eV
  Ueff: formula 0.2975 eV, quantum 0.2975 eV
  Ueff shift, basis 300 to 400: 0.0e+00 eV
  level (0/1) = 0.7488 eV, (1/2) = 1.0462 eV
  n = 1 window in mu at 0 K = 0.2975 eV
  mu at mean n = 1: 0.8975 eV
  P0, P1, P2 at 300 K = 0.00158, 0.99684, 0.00158
  D- removal: thermal 0.7538, vertical 0.9050 eV
[strong-coupling] lambda = 17.0 eV/nm
  W = 0.36125 eV, lambda^2/k = 0.7225 eV
  q1 = 0.0425 nm, q2 = 0.0850 nm
  relaxed E1 = 0.53875 eV, E2 = 0.95500 eV
  Ueff: formula -0.1225 eV, quantum -0.1225 eV
  Ueff shift, basis 300 to 400: 0.0e+00 eV
  level (0/1) = 0.5388 eV, (1/2) = 0.4163 eV
  n = 1 window in mu at 0 K = 0.0000 eV
  mu at mean n = 1: 0.4775 eV
  P0, P1, P2 at 300 K = 0.45723, 0.08555, 0.45723
  D- removal: thermal 1.3838, vertical 1.7450 eV
onset at k = 400 eV/nm^2: lambda = 15.4919 eV/nm
W at this onset = 0.3000 eV
onset at lambda = 11 eV/nm: k = 201.67 eV/nm^2
P1 at onset, 300 K = 0.5000
[neglected effects, silicon-like defect]
  k loss per electron = 5 %: Ueff = 0.2462 eV
  its vibrational free-energy shift = -3.6e-05 eV
  cubic term -(k/2)q^3/L, L = 0.5 nm: Ueff = 0.2244 eV
  cubic term of opposite sign: Ueff = 0.3367 eV
  k loss and softening cubic term: Ueff = 0.1259 eV
  level spread (standard deviation) = 0.10 eV
  charged fraction with spread, 0 K = 0.1369
  charged fraction with spread, 300 K = 0.1308
  defect density = 1e+16 cm^-3, spacing = 46.4 nm
  relative permittivity = 12
  D+ D- attraction at this spacing = 0.00259 eV
  tunnelling: prefactor 1 eV, decay 0.5 nm
  tunnelling matrix element = 4.8e-41 eV
```
